# Logarithmic correction to field emission through a parabolic depletion barrier: a numerical check

```python
# Result under test: WKB exponent S of an electron tunnelling through the
# parabolic depletion barrier V(x) = Eb*(1-x/W)^2 at energy E above the bulk edge:
#   S = {sqrt(Eb(Eb-E)) - E ln[(sqrt(Eb)+sqrt(Eb-E))/sqrt(E)]} / E00
# E00 = (q hbar/2) sqrt(N/(m eps)); Eb = band bending; W = depletion width;
# xi = Fermi energy above the bulk edge; phi = barrier above the Fermi level.
# Working units: eV and nm. Masses are in units of the free-electron mass.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid, trapezoid

# Rough typical parameters for Nb-doped anatase TiO2 and a chosen barrier
donors_cm3, eps_static, eps_optical = 3e20, 40.0, 6.0
m_normal, m_y, m_z = 0.5, 0.5, 4.0
phi, gap, temperature, metal_depth = 0.6, 3.2, 300.0, 5.0

hb = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/(2 m0), eV nm^2
q_over_eps0 = sc.e / sc.epsilon_0 * 1e9           # q^2/eps0, eV nm
density = donors_cm3 * 1e-21                      # nm^-3
kT = sc.k * temperature / sc.e
m_dos = (m_normal * m_y * m_z) ** (1 / 3)
xi = hb / m_dos * (3 * np.pi**2 * density) ** (2 / 3)
Eb = phi + xi
E00 = sc.hbar / 2 * np.sqrt(donors_cm3 * 1e6 /
                            (m_normal * sc.m_e * eps_static * sc.epsilon_0))
W = np.sqrt(2 * eps_static * Eb / (q_over_eps0 * density))
field = q_over_eps0 * density * W / eps_static    # V/nm


def exponent(E, bending, e00):
    """Closed form; zero at and above the barrier top."""
    E = np.minimum(E, bending)
    root = np.sqrt(bending - E)
    log = np.log((np.sqrt(bending) + root) / np.sqrt(E))
    return (np.sqrt(bending) * root - E * log) / e00


def exponent_by_quadrature(E):
    """Twice the integral of kappa through the Poisson potential."""
    curvature = q_over_eps0 * density / (2 * eps_static)
    turning = W - np.sqrt(E / curvature)

    def kappa(x):
        height = curvature * (W - x) ** 2 - E
        return np.sqrt(m_normal * max(height, 0.0) / hb)
    return 2 * quad(kappa, 0, turning, epsabs=1e-11, epsrel=1e-11, limit=300)[0]


# Closed form and its slope against direct quadrature
for E in (0.001, 0.02, xi, 0.4, 0.7):
    assert abs(exponent_by_quadrature(E) - exponent(E, Eb, E00)) < 1e-7
    h = 1e-3 * E
    slope_fd = (exponent_by_quadrature(E + h) - exponent_by_quadrature(E - h)) / (2 * h)
    slope_log = -np.log((np.sqrt(Eb) + np.sqrt(Eb - E)) / np.sqrt(E)) / E00
    assert abs(slope_fd / slope_log - 1) < 1e-4

# Small-energy expansions against high-precision quadrature
mp.mp.dps = 30


def reduced_integral(e):
    """S*E00/Eb as a function of e = E/Eb."""
    r = mp.sqrt(e)
    points = [r] + [p for p in (2 * r, 6 * r) if p < 1] + [mp.mpf(1)]
    return 2 * mp.quad(lambda u: mp.sqrt(abs(u * u - e)), points)


small = mp.mpf("0.001")
rest_edge = (reduced_integral(small) - 1 + small / 2 * (1 + mp.log(4 / small))) / small**2
fixed_phi = (1 + small) * reduced_integral(small / (1 + small))
rest_phi = (fixed_phi - 1 - small / 2 * (1 - mp.log(4 / small))) / small**2
assert abs(rest_edge - mp.mpf(1) / 8) < 2e-3
assert abs(rest_phi + mp.mpf(3) / 8) < 2e-3

# At fixed phi the exponent stays below phi/E00 and falls as xi/phi grows
curve = [float((1 + r) * reduced_integral(r / (1 + r)))
         for r in (mp.mpf(10) ** p for p in (-3, -2, -1, 0, 1, 2))]
assert curve[0] < 1 and all(b < a for a, b in zip(curve, curve[1:]))


def schroedinger_ratio(g, e, v):
    """Exact transmission over edge factor times exp(-S).
    g = Eb/E00, e = E/Eb, v = metal band depth below the bulk edge over Eb."""
    k_semi, k_metal, kappa = g * np.sqrt(e), g * np.sqrt(e + v), g * np.sqrt(1 - e)
    sol = solve_ivp(lambda s, y: [y[1], g * g * ((1 - s) ** 2 - e) * y[0]],
                    (1, 0), np.array([1, 1j * k_semi], complex),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    psi, dpsi = sol.y[:, -1]
    incident = (psi + dpsi / (1j * k_metal)) / 2
    transmission = k_semi / k_metal / abs(incident) ** 2
    edge = 4 * k_metal * kappa / (k_metal**2 + kappa**2)
    return transmission / (edge * np.exp(-exponent(e, 1.0, 1 / g))), edge


# Semiclassical limit of the Schroedinger equation, and failure at tiny energy
error_20 = abs(schroedinger_ratio(20, 0.5, 4)[0] - 1)
error_160 = abs(schroedinger_ratio(160, 0.5, 4)[0] - 1)
assert error_160 < 0.01 and error_160 < error_20 / 4
ratio_example, edge_example = schroedinger_ratio(Eb / E00, xi / Eb, metal_depth / Eb)
ratio_tiny = schroedinger_ratio(Eb / E00, 0.01 * E00 / Eb, metal_depth / Eb)[0]
assert ratio_tiny < 0.7

# Incomplete depletion: zero-temperature Thomas-Fermi Poisson equation,
# w = V/xi, length unit sqrt(eps*xi/(q^2 N)); third component accumulates S
length = np.sqrt(eps_static * xi / (q_over_eps0 * density))


def poisson(t, y):
    electrons = max(1 - y[0], 0.0) ** 1.5
    kappa = np.sqrt(m_normal * xi * max(y[0] - 1, 0.0) / hb)
    return [y[1], 1 - electrons, 2 * kappa * length]


def at_metal(t, y):
    return y[0] - Eb / xi


at_metal.terminal = True
start = 1e-6
tf = solve_ivp(poisson, (0, 60), [start, np.sqrt(1.5) * start, 0.0],
               events=at_metal, max_step=0.01, rtol=1e-9, atol=1e-12)
S_tf_numeric = tf.y_events[0][0][2]
S_tf = exponent(0.6 * xi, phi + 0.6 * xi, E00)
assert abs(S_tf_numeric / S_tf - 1) < 1e-3

# Contact resistivity: energy integral against a sum over transverse wavevectors
quantum = 2 * sc.e**2 / sc.h
states = np.sqrt(m_y * m_z) / (4 * np.pi * hb)    # per eV nm^2, one spin
integral_cold = quad(lambda E: np.exp(-exponent(E, Eb, E00)), 0, xi)[0]
rho_cold = 1e-14 / (quantum * states * integral_cold)


def rho_from_wavevectors(n):
    ky_max, kz_max = np.sqrt(m_y * xi / hb), np.sqrt(m_z * xi / hb)
    ky = (np.arange(n) + 0.5) / n * ky_max
    kz = (np.arange(n) + 0.5) / n * kz_max
    E = xi - hb * ky[:, None] ** 2 / m_y - hb * kz[None, :] ** 2 / m_z
    T = np.exp(-exponent(E[E > 0], Eb, E00))
    area = 4 * ky_max * kz_max / n**2
    return 1e-14 / (quantum * T.sum() * area / (4 * np.pi**2))


rho_k300, rho_k600 = rho_from_wavevectors(300), rho_from_wavevectors(600)
assert abs(rho_k600 / rho_cold - 1) < 3e-3

# Finite temperature: Fermi-weighted integral against the total-energy integral
energy = np.linspace(1e-9, Eb + 1.0, 200001)
fermi = 1 / (1 + np.exp((energy - xi) / kT))
through = np.exp(-exponent(energy, Eb, E00))
integral_warm = trapezoid(through * fermi, energy)
cumulative = cumulative_trapezoid(through, energy, initial=0)
integral_total = trapezoid(cumulative * fermi * (1 - fermi) / kT, energy)
assert abs(integral_total / integral_warm - 1) < 1e-3
rho_warm = 1e-14 / (quantum * states * integral_warm)


def exponent_on_mesh(n, eps_image=None, band_gap=None):
    """Fermi electron with optional image force or two-band dispersion."""
    x = (np.arange(n) + 0.5) * W / n
    height = Eb * (1 - x / W) ** 2 - xi
    if eps_image:
        height = height - q_over_eps0 / (16 * np.pi * eps_image * x)
    height = np.maximum(height, 0)
    if band_gap:
        height = height * (1 - height / band_gap)
    return 2 * np.sqrt(m_normal * height / hb).sum() * W / n


S_fermi = float(exponent(xi, Eb, E00))
assert abs(exponent_on_mesh(200000) - S_fermi) < 1e-4
S_image_static = exponent_on_mesh(200000, eps_image=eps_static)
S_image_optical = exponent_on_mesh(200000, eps_image=eps_optical)
mesh_shift = abs(S_image_optical - exponent_on_mesh(100000, eps_image=eps_optical))
assert mesh_shift < 1e-3
S_two_band = exponent_on_mesh(200000, band_gap=gap)
S_heavy = S_fermi * np.sqrt(m_z / m_normal)
S_leading = (phi + xi / 2 * (1 - np.log(4 * phi / xi))) / E00
S_second = S_leading - 3 * xi**2 / (8 * phi) / E00
slope = np.log((np.sqrt(Eb) + np.sqrt(phi)) / np.sqrt(xi)) / E00

print(f"donor density: {donors_cm3:.1e} cm^-3")
print(f"relative permittivity, static: {eps_static:.0f}")
print(f"relative permittivity, optical: {eps_optical:.0f}")
print(f"masses normal, y, z: {m_normal}, {m_y}, {m_z} m0")
print(f"density-of-states mass: {m_dos:.3f} m0")
print(f"barrier phi_B: {phi:.3f} eV")
print(f"band gap: {gap:.1f} eV")
print(f"temperature: {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"Fermi energy xi: {xi:.4f} eV")
print(f"xi/kT: {xi / kT:.2f}")
print(f"xi/phi_B: {xi / phi:.4f}")
print(f"band bending Eb: {Eb:.4f} eV")
print(f"E00: {E00:.5f} eV")
print(f"xi/E00: {xi / E00:.3f}")
print(f"depletion width W: {W:.3f} nm")
print(f"turning point of Fermi electron: {W * (1 - np.sqrt(xi / Eb)):.3f} nm")
print(f"field at metal: {field * 10:.3f} MV/cm")
print(f"mean donor spacing: {density ** (-1 / 3):.3f} nm")
print(f"band-edge exponent Eb/E00: {Eb / E00:.4f}")
print(f"uncorrected exponent phi_B/E00: {phi / E00:.4f}")
print(f"square-root term: {np.sqrt(Eb * phi) / E00:.4f}")
print(f"logarithmic term: {xi * slope:.4f}")
print(f"S(xi), closed form: {S_fermi:.4f}")
print(f"S(xi), quadrature: {exponent_by_quadrature(xi):.4f}")
print(f"S(xi), leading logarithm: {S_leading:.4f}")
print(f"S(xi), with second order: {S_second:.4f}")
print(f"factor exp(phi_B/E00 - S): {np.exp(phi / E00 - S_fermi):.3f}")
print(f"second-order coefficient, fixed Eb: {float(rest_edge):.5f}")
print(f"second-order coefficient, fixed phi_B: {float(rest_phi):.5f}")
print(f"slope -dS/dE at xi: {slope:.3f} 1/eV")
print(f"slope times kT: {slope * kT:.4f}")
print(f"rho_c at 0 K: {rho_cold:.3e} ohm cm^2")
print(f"rho_c at 0 K: {rho_cold * 1e-4:.3e} ohm m^2")
print(f"rho_c at 0 K, 600x600 k mesh: {rho_k600:.3e} ohm cm^2")
print(f"k-mesh shift 300 to 600: {100 * abs(rho_k600 / rho_k300 - 1):.4f} %")
print(f"rho_c at 300 K: {rho_warm:.3e} ohm cm^2")
print(f"thermal conductance gain: {integral_warm / integral_cold:.3f}")
print(f"S, Thomas-Fermi depletion: {S_tf:.4f}")
print(f"S, Thomas-Fermi, from Poisson: {S_tf_numeric:.4f}")
print(f"transmission factor from it: {np.exp(S_fermi - S_tf):.3f}")
print(f"S, image force, static eps: {S_image_static:.4f}")
print(f"S, image force, optical eps: {S_image_optical:.4f}")
print(f"image-force mesh shift: {mesh_shift:.1e}")
print(f"S, two-band dispersion: {S_two_band:.4f}")
print(f"S, heavy mass along normal: {S_heavy:.3f}")
print(f"metal band depth below bulk edge: {metal_depth:.1f} eV")
print(f"abrupt-metal factor: {edge_example:.3f}")
print(f"exact/WKB with factor, E = xi: {ratio_example:.3f}")
print(f"exact/WKB with factor, E = 0.01 E00: {ratio_tiny:.3f}")
print(f"exact/WKB error, Eb/E00 = 20, E = Eb/2: {error_20:.4f}")
print(f"exact/WKB error, Eb/E00 = 160, E = Eb/2: {error_160:.4f}")
print("all tests passed")
```

Printed output:

```
donor density: 3.0e+20 cm^-3
relative permittivity, static: 40
relative permittivity, optical: 6
masses normal, y, z: 0.5, 0.5, 4.0 m0
density-of-states mass: 1.000 m0
barrier phi_B: 0.600 eV
band gap: 3.2 eV
temperature: 300 K, kT = 0.02585 eV
Fermi energy xi: 0.1634 eV
xi/kT: 6.32
xi/phi_B: 0.2724
band bending Eb: 0.7634 eV
E00: 0.07191 eV
xi/E00: 2.273
depletion width W: 3.354 nm
turning point of Fermi electron: 1.802 nm
field at metal: 4.552 MV/cm
mean donor spacing: 1.494 nm
band-edge exponent Eb/E00: 10.6166
uncorrected exponent phi_B/E00: 8.3441
square-root term: 9.4120
logarithmic term: 3.1941
S(xi), closed form: 6.2179
S(xi), quadrature: 6.2179
S(xi), leading logarithm: 6.4272
S(xi), with second order: 6.1951
factor exp(phi_B/E00 - S): 8.382
second-order coefficient, fixed Eb: 0.12503
second-order coefficient, fixed phi_B: -0.37484
slope -dS/dE at xi: 19.546 1/eV
slope times kT: 0.5053
rho_c at 0 K: 4.897e-07 ohm cm^2
rho_c at 0 K: 4.897e-11 ohm m^2
rho_c at 0 K, 600x600 k mesh: 4.897e-07 ohm cm^2
k-mesh shift 300 to 600: 0.0006 %
rho_c at 300 K: 3.100e-07 ohm cm^2
thermal conductance gain: 1.580
S, Thomas-Fermi depletion: 6.7674
S, Thomas-Fermi, from Poisson: 6.7674
transmission factor from it: 0.577
S, image force, static eps: 5.8376
S, image force, optical eps: 4.2009
image-force mesh shift: 1.2e-07
S, two-band dispersion: 5.8847
S, heavy mass along normal: 17.587
metal band depth below bulk edge: 5.0 eV
abrupt-metal factor: 1.222
exact/WKB with factor, E = xi: 0.970
exact/WKB with factor, E = 0.01 E00: 0.393
exact/WKB error, Eb/E00 = 20, E = Eb/2: 0.0492
exact/WKB error, Eb/E00 = 160, E = Eb/2: 0.0043
all tests passed
```
